**Non-Coulomb G = 0 energy and pressure of a smoothed ionic potential**

For the electron-ion potential $-Z\,\mathrm{erf}(r/a)/r$, with ion charge $Z$, smoothing length $a$, cell volume $\Omega$ and $Z$ electrons per cell, the program tests $\alpha=\pi Za^2$, $E_\alpha=\pi Z^2a^2/\Omega$ and $P_\alpha=\pi Z^2a^2/\Omega^2$. It asserts that radial quadrature reproduces $\alpha$ and the Fourier transform of the short-range part for several parameter sets. The Ewald constant is compared with explicitly screened lattice sums extrapolated to zero screening. For uniform electrons in a simple cubic lattice, the energy of a cell inside a finite cube of neutral cells is summed in real space and must equal the point-ion energy plus $E_\alpha$. Numerical volume derivatives of these sums must give $P_\alpha$ and its inverse-square dependence on volume. For $Z=3$, $a=1$ bohr and $\Omega=216$ bohr³ the output shows $E_\alpha=0.1309$ hartree and $P_\alpha=17.83$ GPa. The fitted power of the volume is $-2.00000$.

## Numerical check

```python
"""Non-Coulomb G = 0 term of the local potential v(r) = -Z erf(r/a)/r.

Result under test (Hartree atomic units, one ion and Z electrons per cell):
    alpha   = integral of [v(r) + Z/r] over all space = pi Z a^2
    E_alpha = Z alpha / volume          (energy per cell)
    P_alpha = pi Z^2 a^2 / volume^2     (pressure at fixed Z and a)
Z: ion charge and electron number, a: smoothing length, edge: cubic cell edge.
Ions repel as point charges.  The energy test uses uniform electrons and sums
all interactions in real space, without alpha and without reciprocal space.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf, erfc

HARTREE_J = physical_constants["Hartree energy"][0]
BOHR_M = physical_constants["Bohr radius"][0]
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
GPA = HARTREE_J / BOHR_M**3 / 1e9
ROOT_PI = np.sqrt(np.pi)


def alpha_formula(Z, a):
    return np.pi * Z * a**2


def energy_formula(Z, a, volume):
    return Z * alpha_formula(Z, a) / volume


def pressure_formula(Z, a, volume):
    return np.pi * Z**2 * a**2 / volume**2


def short_range_transform(Z, a, g):
    """Radial quadrature of [v(r) + Z/r] times sin(gr)/(gr)."""
    def integrand(r):
        return 4 * np.pi * r * Z * erfc(r / a) * np.sinc(g * r / np.pi)
    return quad(integrand, 0, 9 * a, epsabs=1e-12, epsrel=1e-11, limit=200)[0]


def lattice_vectors(reach):
    """Nonzero integer vectors in a cube, as squared lengths."""
    m = np.arange(-reach, reach + 1)
    x, y, z = np.meshgrid(m, m, m, indexing="ij")
    squares = (x**2 + y**2 + z**2).ravel().astype(float)
    return squares[squares > 0]


def ewald_constant(edge, eta_scale=1.0):
    """Potential at a unit point ion from the others and the background."""
    eta = eta_scale * ROOT_PI / edge
    squares = lattice_vectors(7)
    R = edge * np.sqrt(squares)
    G2 = (2 * np.pi / edge)**2 * squares
    volume = edge**3
    return (np.sum(erfc(eta * R) / R)
            + 4 * np.pi / volume * np.sum(np.exp(-G2 / (4 * eta**2)) / G2)
            - 2 * eta / ROOT_PI - np.pi / (volume * eta**2))


def point_ion_energy(Z, edge):
    return 0.5 * Z**2 * ewald_constant(edge)


def real_space_energy(Z, a, edge, shells=8):
    """Energy of the central cell in a cube of (2*shells+1)^3 neutral cells.

    1/r = (2/sqrt(pi)) * integral of exp(-t^2 r^2) over t from 0 to infinity;
    erf(r/a)/r is the same integral cut at t = 1/a.  Every sum over cells is
    then the cube of a one-dimensional sum.  a = 0 means point attraction.
    """
    density = Z / edge**3
    m = np.arange(-shells, shells + 1)

    def triangle(t, A):
        # integral of (A - |u|) exp(-t^2 u^2) over |u| < A
        return A * ROOT_PI * erf(t * A) / t + np.expm1(-(t * A)**2) / t**2

    def integrand(t, attraction):
        ions = np.sum(np.exp(-(t * m * edge)**2))
        electrons = (triangle(t, (shells + 1) * edge)
                     - triangle(t, shells * edge))
        value = Z**2 * (ions**3 - 1) + density**2 * electrons**3
        if attraction:
            mixed = ROOT_PI * erf(t * (shells + 0.5) * edge) / t
            value -= 2 * Z * density * mixed**3
        return value / ROOT_PI

    cut = 1 / a if a > 0 else 6 / edge
    assert cut > 3 / edge
    limits = [0, 0.1 / edge, 0.3 / edge, 1 / edge, 3 / edge, cut]
    total = 0.0
    for low, high in zip(limits[:-1], limits[1:]):
        total += quad(integrand, low, high, args=(True,),
                      epsabs=1e-11, epsrel=1e-11, limit=200)[0]
    total += quad(integrand, cut, np.inf, args=(a == 0,),
                  epsabs=1e-11, epsrel=1e-11, limit=200)[0]
    return total


def real_space_pressure(Z, a, volume):
    """Minus the central-difference volume derivative of the energy."""
    step = 1e-3 * volume
    upper = real_space_energy(Z, a, (volume + step)**(1 / 3))
    lower = real_space_energy(Z, a, (volume - step)**(1 / 3))
    return -(upper - lower) / (2 * step)


# Coefficient and Fourier transform against radial quadrature
for Z_test, a_test in [(1, 0.5), (3, 1.0), (4, 1.7)]:
    direct = short_range_transform(Z_test, a_test, 0.0)
    assert abs(direct / alpha_formula(Z_test, a_test) - 1) < 1e-8
    for g in [0.3, 1.0, 2.5]:
        closed = (4 * np.pi * Z_test / g**2
                  * (1 - np.exp(-g**2 * a_test**2 / 4)))
        assert abs(short_range_transform(Z_test, a_test, g) / closed - 1) < 1e-7
quarter = quad(lambda x: x * erfc(x), 0, 9, epsabs=1e-13)[0]
assert abs(quarter - 0.25) < 1e-10

# Ewald constant: independent of the splitting, and equal to the limit of
# the explicitly screened lattice sum after its divergent part is removed
xi = ewald_constant(1.0)
assert abs(xi - ewald_constant(1.0, 1.2)) < 1e-10
distances = np.sqrt(lattice_vectors(40))
screenings = np.array([0.6, 0.9, 1.2])
remainders = [np.sum(np.exp(-mu * distances) / distances)
              - 4 * np.pi / mu**2 - mu for mu in screenings]
xi_screened = np.polyfit(screenings**2, remainders, 2)[-1]
# tolerance: neglected sixth power of the screening in the extrapolation
assert abs(xi_screened - xi) < 1e-4

# Whole energy per cell against the real-space sum
for Z_test, a_test, edge_test in [(1, 0.8, 5.0), (3, 1.0, 6.0), (2, 1.5, 7.0)]:
    expected = (point_ion_energy(Z_test, edge_test)
                + energy_formula(Z_test, a_test, edge_test**3))
    assert abs(real_space_energy(Z_test, a_test, edge_test) - expected) < 1e-6

# Worked example
Z, a, edge = 3, 1.0, 6.0
volume = edge**3
alpha = alpha_formula(Z, a)
E_alpha = energy_formula(Z, a, volume)
P_alpha = pressure_formula(Z, a, volume)
E_point = point_ion_energy(Z, edge)
P_point = E_point / (3 * volume)
E_smooth_sum = real_space_energy(Z, a, edge)
E_point_sum = real_space_energy(Z, 0, edge)
assert abs(E_point_sum - E_point) < 1e-6
assert abs(E_smooth_sum - E_point_sum - E_alpha) < 1e-6

volumes = np.array([0.5, 1.0, 2.0]) * volume
smooth_pressures = np.array([real_space_pressure(Z, a, v) for v in volumes])
point_pressures = np.array([real_space_pressure(Z, 0, v) for v in volumes])
added = smooth_pressures - point_pressures
# tolerance: second-order error of the volume difference quotient
assert np.allclose(added, pressure_formula(Z, a, volumes), rtol=1e-4, atol=0)
assert abs(point_pressures[1] / P_point - 1) < 1e-4
exponent = np.polyfit(np.log(volumes), np.log(added), 1)[0]
assert abs(exponent + 2) < 1e-4

print(f"ion charge and electrons per cell Z = {Z}")
print(f"smoothing length a = {a:.1f} bohr")
print(f"cube edge = {edge:.1f} bohr")
print(f"cell volume = {volume:.1f} bohr^3")
print(f"mean electron density = {Z / volume:.6f} bohr^-3")
print(f"integral of x erfc(x), quadrature = {quarter:.8f}")
print(f"alpha, formula = {alpha:.6f} hartree bohr^3")
print(f"alpha, quadrature = {short_range_transform(Z, a, 0.0):.6f} hartree bohr^3")
print(f"E_alpha per cell = {E_alpha:.6f} hartree")
print(f"E_alpha per cell = {E_alpha * HARTREE_EV:.4f} eV")
print(f"P_alpha = {P_alpha:.6e} hartree/bohr^3")
print(f"P_alpha = {P_alpha * GPA:.3f} GPa")
print(f"pressure unit: 1 hartree/bohr^3 = {GPA:.2f} GPa")
print(f"lattice constant xi times edge, Ewald = {xi:.6f}")
print(f"same from screened sums, extrapolated = {xi_screened:.6f}")
print(f"point-ion energy E_M, Ewald = {E_point:.6f} hartree")
print(f"E_M + E_alpha = {E_point + E_alpha:.6f} hartree")
print(f"real-space energy, point attraction = {E_point_sum:.6f} hartree")
print(f"real-space energy, smoothed attraction = {E_smooth_sum:.6f} hartree")
print(f"real-space energy difference = {E_smooth_sum - E_point_sum:.6f} hartree")
print(f"point-ion pressure E_M/(3 volume) = {P_point:.6e} hartree/bohr^3")
print(f"P_alpha + point-ion pressure = {P_alpha + P_point:.6e} hartree/bohr^3")
print("added pressure in hartree/bohr^3: real-space derivative, formula")
for v, numerical in zip(volumes, added):
    print(f"  volume {v:.1f} bohr^3: {numerical:.5e}, "
          f"{pressure_formula(Z, a, v):.5e}")
print(f"fitted power of volume in added pressure = {exponent:.5f}")
print("no test failed")
```

Output:

```
ion charge and electrons per cell Z = 3
smoothing length a = 1.0 bohr
cube edge = 6.0 bohr
cell volume = 216.0 bohr^3
mean electron density = 0.013889 bohr^-3
integral of x erfc(x), quadrature = 0.25000000
alpha, formula = 9.424778 hartree bohr^3
alpha, quadrature = 9.424778 hartree bohr^3
E_alpha per cell = 0.130900 hartree
E_alpha per cell = 3.5620 eV
P_alpha = 6.060171e-04 hartree/bohr^3
P_alpha = 17.830 GPa
pressure unit: 1 hartree/bohr^3 = 29421.02 GPa
lattice constant xi times edge, Ewald = -2.837297
same from screened sums, extrapolated = -2.837312
point-ion energy E_M, Ewald = -2.127973 hartree
E_M + E_alpha = -1.997073 hartree
real-space energy, point attraction = -2.127973 hartree
real-space energy, smoothed attraction = -1.997073 hartree
real-space energy difference = 0.130900 hartree
point-ion pressure E_M/(3 volume) = -3.283909e-03 hartree/bohr^3
P_alpha + point-ion pressure = -2.677892e-03 hartree/bohr^3
added pressure in hartree/bohr^3: real-space derivative, formula
  volume 108.0 bohr^3: 2.42407e-03, 2.42407e-03
  volume 216.0 bohr^3: 6.06018e-04, 6.06017e-04
  volume 432.0 bohr^3: 1.51504e-04, 1.51504e-04
fitted power of volume in added pressure = -2.00000
no test failed
```
